\section*{Dipole Repulsion on a Square Lattice and Zero-Coverage Adsorption Energies}

\section{Problem}

A supercell calculation of adsorption places one adsorbate in each surface cell, so that periodic repetition creates a square lattice of adsorbates with side $L$. A kinetic model of the first stage of deposition needs the adsorption energy of an isolated adsorbate instead. If the adsorbate carries a dipole perpendicular to the surface, the repulsion of the dipoles contributes to the difference between the two energies.

Let $E(L)$ be the energy of slab plus adsorbate minus the energies of the clean slab and the free atom, per adsorbate. Binding means $E<0$. Charges $q$ are counted in elementary charges, dipoles $p$ in $e\,$nm, and $k=e^2/(4\pi\varepsilon_0)=1.43996$ eV nm. Energies are static: thermal and zero-point motion are left out.

The data below come from a classical model, not from density-functional theory. A charge $q=+1$ sits above a perfect conductor, at height $d_0=0.12$ nm from the image plane when isolated. It is held by a vertical spring of constant $\kappa=180$ eV/nm$^2$, which includes the force of its own image. All other charges and their images are summed, and the common height is relaxed. An $n\times n$ cell has $L=n\times0.255$ nm.

\begin{center}
\begin{tabular}{cccc}
cell & $L$ (nm) & $x=L^{-3}$ (nm$^{-3}$) & $E$ (eV)\\
$4\times4$ & 1.020 & 0.942322 & $-1.847070$\\
$5\times5$ & 1.275 & 0.482469 & $-1.916531$\\
$6\times6$ & 1.530 & 0.279207 & $-1.950186$
\end{tabular}
\end{center}

\begin{enumerate}
\item[(a)] Find the repulsion per dipole for identical upright point dipoles on a square lattice in free space, and evaluate the lattice sum.
\item[(b)] Let the adsorbates sit on a metal, with $p$ defined by the work-function change. What happens to the coefficient?
\item[(c)] Find the leading corrections due to the finite height of the charge and to its response to the neighbours' field.
\item[(d)] Derive a two-cell extrapolation to $L\to\infty$ and its leading error.
\item[(e)] Apply it to the $5\times5$ and $6\times6$ cells, deduce the dipole from the slope, and see what the $4\times4$ cell adds.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Build each dipole from two charges. Each pair energy belongs to two dipoles. Sum a square block of sites directly and replace the sites outside it by an integral. For a closed form, read $m^2+n^2$ as the squared modulus of $m+in$ and factorize.
\item[(b)] A neighbour acts through its charge and its image. An image has no independent energy of its own. Use Gauss's law for the work function.
\item[(c)] Carry the expansion in $d/r$ one order further. Then minimize the sum of spring energy and repulsion.
\item[(d)] Multiply each energy by its $L^3$ before subtracting.
\item[(e)] A chord through two points of a curved graph does not have the slope of the graph at the origin.
\end{enumerate}

\section{Solution}

\subsection{(a) The lattice in free space}

Take two upright dipoles a distance $r$ apart, each made of charges $\pm q$ separated vertically by $s$. There are two like pairs at distance $r$ and two unlike pairs at distance $\sqrt{r^2+s^2}$:
\begin{equation}
w=2kq^2\left[\frac1r-\frac1{\sqrt{r^2+s^2}}\right]
\longrightarrow 2kq^2\,\frac{s^2}{2r^3}=\frac{kp^2}{r^3},\qquad p=qs,
\end{equation}
for $s\ll r$. The energy is positive because side-by-side parallel dipoles repel. Half of each pair energy belongs to each partner, and the neighbours lie at $r=L\sqrt{m^2+n^2}$, so
\begin{equation}
u_{\rm free}=\frac{kp^2}{2L^3}S_3,\qquad
S_3=\sum_{(m,n)\ne(0,0)}\frac1{(m^2+n^2)^{3/2}} .
\end{equation}

Sum the sites with $|m|,|n|\le N$. Each remaining site is the centre of a unit square, and these squares fill the plane outside a large square of half-width $H=N+\tfrac12$. The outside region consists of eight equal wedges, giving
\begin{equation}
8\int_0^{\pi/4}\!d\theta\int_{H/\cos\theta}^{\infty}\frac{\rho\,d\rho}{\rho^3}
=\frac8H\int_0^{\pi/4}\cos\theta\,d\theta=\frac{4\sqrt2}{H}.
\end{equation}
Replacing the value at a centre by the integral over its square costs a term in the second derivatives of $\rho^{-3}$, which vary as $\rho^{-5}$. The remaining error therefore falls as $H^{-3}$. For $N=200$ the block gives 9.005408 and the outside 0.028214, so $S_3=9.033622$. The tail falls only as $1/H$, so a bare cutoff converges slowly.

For the closed form, consider the sum of $(m^2+n^2)^{-s}$ with $s>1$. Here $m^2+n^2$ is the norm of the Gaussian integer $m+in$, and norms multiply. Every nonzero Gaussian integer is one of the four units $\pm1,\pm i$ times a unique product of chosen primes. Expanding each factor below as a geometric series therefore produces every term of the sum:
\begin{equation}
\sum_{(m,n)\ne(0,0)}\frac1{(m^2+n^2)^s}
=4\prod_{\pi}\frac1{1-\mathcal N(\pi)^{-s}},
\end{equation}
where $\pi$ runs over Gaussian primes, one from each set of four that differ by a unit. The ordinary primes $\ell$ supply them as follows.
\begin{itemize}
\item $\ell=2$ gives one prime, $1+i$, of norm 2.
\item Each $\ell\equiv1$ (mod 4) splits into two primes of norm $\ell$.
\item Each $\ell\equiv3$ (mod 4) stays prime and has norm $\ell^2$. Its factor contains $1-\ell^{-2s}=(1-\ell^{-s})(1+\ell^{-s})$.
\end{itemize}
With $\chi(\ell)=0,1,-1$ in the three cases, every $\ell$ contributes $[(1-\ell^{-s})(1-\chi(\ell)\ell^{-s})]^{-1}$. The first factors multiply to $\zeta(s)$ and the second to $\beta(s)=1-3^{-s}+5^{-s}-\cdots$. Hence
\begin{equation}
S_3=4\,\zeta(\tfrac32)\,\beta(\tfrac32)=9.033622,
\end{equation}
in agreement with the direct sum. The same argument gives $S_5=\sum(m^2+n^2)^{-5/2}=4\zeta(\tfrac52)\beta(\tfrac52)=5.090258$, which is needed below.

\subsection{(b) The lattice on a metal}

Each charge $q$ at height $d$ has an image $-q$ at depth $d$. The energy of charges near a grounded conductor is $\tfrac12\sum_i q_i\phi_i$ over the real charges, where $\phi_i$ includes the induced charge. The two cross terms of a pair are equal and add to
\begin{equation}
w=kq^2\left[\frac1r-\frac1{\sqrt{r^2+4d^2}}\right].
\end{equation}
With $\epsilon=4d^2/r^2$ and $1-(1+\epsilon)^{-1/2}=\epsilon/2-3\epsilon^2/8+\cdots$,
\begin{equation}
w=kq^2\left[\frac{2d^2}{r^3}-\frac{6d^4}{r^5}+\cdots\right]
=\frac{2kp^2}{r^3}\left[1-\frac{3d^2}{r^2}+\cdots\right],\qquad p=qd .
\end{equation}

This $p$ is the work-function dipole. On lateral average the adsorbates form a sheet of charge density $q/L^2$. Gauss's law gives the field $4\pi kq/L^2$ between metal and sheet, and no mean field beyond it. The potential step is this field times $d$. A positive outer charge lowers the energy of an electron outside, so
\begin{equation}
\Delta\Phi=-\frac{4\pi kp}{L^2}.
\end{equation}

The pair energy is thus twice the free-space value for the same $p$. Charge and image together look from outside like a dipole $2p$, which would give $k(2p)^2/r^3$ in free space. The field exists in the upper half-space alone, and half of that energy remains. As a numerical check, the potential of the charge density $-qd/[2\pi(\rho^2+d^2)^{3/2}]$ that one charge induces on the surface, at lateral distance $\rho$ from it, was integrated for $r=2.40$ nm $=20d_0$. The ratio to the free-space law was 1.9851, and the expansion gives $2(1-3/400)=1.985$.

Half the sum over neighbours now yields
\begin{equation}
u=\frac{C}{L^3}-\frac{D}{L^5}+\cdots,\qquad
C=kp^2S_3,\qquad D=3kp^2d^2S_5 .
\end{equation}

\subsection{(c) Finite height and depolarization}

The $D$ term is the finite-height correction. For the unrelaxed height,
\begin{align}
C&=1.43996\times0.12^2\times9.0336=0.1873\ \text{eV nm}^3,\\
D&=3\times1.43996\times0.12^4\times5.0903=0.00456\ \text{eV nm}^5 .
\end{align}
Its relative size $D/(CL^2)$ is about 1.5\% at $5\times5$ and 1.0\% at $6\times6$.

The neighbours also push each charge towards the metal. Since $p=qd$, the spring energy $\tfrac12\kappa(d-d_0)^2$ equals $(p-p_0)^2/(2\alpha)$, with $\alpha=q^2/\kappa$. All adsorbates move together, because the cell contains one. In the point-dipole limit, minimize
\begin{equation}
u(p)=\frac{(p-p_0)^2}{2\alpha}+\frac{kS_3}{L^3}p^2 .
\end{equation}
Setting the derivative to zero and defining the polarizability volume $v=k\alpha$,
\begin{equation}
\frac{p-p_0}{\alpha}+\frac{2kS_3}{L^3}p=0
\quad\Rightarrow\quad
p=\frac{p_0}{1+\lambda},\qquad \lambda=\frac{2vS_3}{L^3}.
\end{equation}
To find the energy, use $p-p_0=-\lambda p$ and $kS_3/L^3=\lambda/(2\alpha)$:
\begin{equation}
u=\frac{\lambda^2p^2}{2\alpha}+\frac{\lambda p^2}{2\alpha}
=\frac{\lambda(1+\lambda)p^2}{2\alpha}
=\frac{\lambda p_0^2}{2\alpha(1+\lambda)}
=\frac{C}{L^3}\,\frac1{1+\lambda},
\end{equation}
where $C$ is formed with $p_0$. Expanding in $\lambda$ gives $C/L^3-F/L^6+\cdots$ with $F=2vS_3C$. Here $v=1.43996/180=0.0080$ nm$^3$ and $F=0.0271$ eV nm$^6$.

At $6\times6$ the formula predicts $p=0.11535\,e\,$nm, while the relaxed charge lattice has 0.11543. The small excess has the expected sign, since finite height weakens the push.

\subsection{(d) Two-cell extrapolation}

Write $E=E_0+C/L^3-D/L^5-F/L^6$ and multiply by $L^3$:
\begin{equation}
L^3E=L^3E_0+C-\frac D{L^2}-\frac F{L^3}.
\end{equation}
Subtracting the equation for $L_1$ from that for $L_2>L_1$ removes $C$. Division by $L_2^3-L_1^3$ gives the estimate
\begin{equation}
E_0^{(2)}=\frac{L_2^3E_2-L_1^3E_1}{L_2^3-L_1^3}
\end{equation}
and its leading error,
\begin{equation}
E_0^{(2)}-E_0=\frac{D(L_1^{-2}-L_2^{-2})}{L_2^3-L_1^3}+\frac{F}{L_1^3L_2^3}.
\end{equation}
The last term uses $L_1^{-3}-L_2^{-3}=(L_2^3-L_1^3)/(L_1^3L_2^3)$. Both terms are positive: to this order the extrapolated binding is slightly too weak. The estimate does not depend on the factor found in (b), because $C$ has been eliminated.

\subsection{(e) Numbers}

In terms of $x=L^{-3}$ the estimate is the intercept of a straight line. The $5\times5$ and $6\times6$ cells give
\begin{align}
C_{\rm fit}&=\frac{-1.916531+1.950186}{0.482469-0.279207}=0.1656\ \text{eV nm}^3,\\
E_0^{(2)}&=-1.950186-0.165574\times0.279207=-1.9964\ \text{eV}.
\end{align}
The value built into the model is $E_0=-2$ eV. The $6\times6$ energy itself is 49.8 meV above it; the extrapolated value is 3.6 meV above it.

The error formula predicts 0.57 meV from finite height and 3.65 meV from depolarization, 4.22 meV in all. When the height is held at $d_0$ in both cells, the error found is 0.54 meV, so depolarization is the main cause. The largest single part of the difference between 4.22 and 3.58 meV comes from the next term of $1/(1+\lambda)$, which is $+Gx^3$ with $G=F^2/C$. A chord through $x^3$ at $x_1,x_2$ has intercept $-x_1x_2(x_1+x_2)$, which here contributes $-0.40$ meV. Nearly as large is the term that mixes height and depolarization. The relaxation energy is $-(u')^2/(2\kappa)$ with $u'=2C/(d_0L^3)-4D/(d_0L^5)$, and its cross term $+8CD/(\kappa d_0^2L^8)$ contributes $-0.31$ meV. The $L^{-7}$ height term gives $-0.03$ meV, and higher powers together add about $+0.1$ meV.

The slope gives the dipole through the metal formula:
\begin{equation}
p_{\rm fit}=\sqrt{\frac{C_{\rm fit}}{kS_3}}
=\sqrt{\frac{0.1656}{1.43996\times9.0336}}
=0.113\,e\,\text{nm}=5.42\ \text{D}.
\end{equation}
The isolated dipole is $0.120\,e\,$nm, or 5.76 D. The fitted value is 6\% lower because $D$ and $F$ reduce the chord slope; the $F$ part alone is $F(x_1+x_2)=0.021$ eV nm$^3$. The free-space formula would give $0.160\,e\,$nm, larger by $\sqrt2$. Comparing $p_{\rm fit}$ with the dipole from $\Delta\Phi$ thus checks whether dipole repulsion explains the slope.

With the $4\times4$ cell one can fit $E_0+Cx-Fx^2$. The parabola through three points, evaluated at $x=0$, weights each energy by $\prod_{j\ne i}x_j/(x_j-x_i)$:
\begin{equation}
E_0^{(3)}=0.4418E_4-2.8148E_5+3.3730E_6=-1.9994\ \text{eV}.
\end{equation}
The subscripts on $E$ here denote the cell size $n$. The error drops to 0.63 meV, but the weights amplify noise. If the energies have independent random errors of standard deviation $\delta$, the intercept has $2.7\delta$ with two cells and $4.4\delta$ with three. Adding the systematic errors in quadrature, the three-cell fit is better here for $\delta$ below about 1 meV. In a real calculation, check that changes of $k$-point sampling between cells alter the energies by less than this.

\subsection{How close is this to a real surface?}

The parameters are rough values in the regime of potassium on Cu(100); $E_0=-2$ eV is a round choice and drops out of every error quoted. The model lowers the work function by 0.89 eV at $6\times6$, 1.84 eV at $4\times4$ and 2.84 eV at $3\times3$. The last figure is large beside copper's work function of roughly 4.6 eV, and is a warning against a fixed charge of $+e$ at that density. On a real surface electrons can flow back to the alkali atoms as they crowd together, which acts as extra polarizability. The size of such an effect can be judged by doubling $v$ in the model: halving the spring constant raises the two-cell error from 3.6 to 6.1 meV.

The substrate also transmits an elastic interaction. A point force displaces an elastic surface by an amount falling as $1/r$, a force dipole $A$ as $1/r^2$, and the resulting strain as $1/r^3$. The pair energy is then of order $A^2/(Yr^3)$, with $Y$ Young's modulus. For $A=1$ eV and $Y=130$ GPa, $A^2/(Yr^3)$ is 3\% of the dipole term. On an isotropic solid with Poisson ratio $\nu$ the prefactor is $(1-\nu^2)/\pi$, about 0.28 for $\nu=0.34$, which leaves about 1\%. Copper is far from isotropic. With cubic constants $c_{11}=168$, $c_{12}=121$, $c_{44}=75$ GPa the pair term on the (100) face is attractive along $\langle100\rangle$, about $-0.8$\% of the dipole term, and repulsive along $\langle110\rangle$, about $+2.7$\%; summed over an $n\times n$ lattice it is about 1.5\% of $C$. The elastic interaction grows as $A^2$. On a substrate much thicker than $L$ it has the same power of $L$, so it changes the slope and the inferred dipole but not the leading-order intercept. A slab thinner than $L$, with a free lower face and a fixed cell size, responds differently: measured from an isolated adsorbate on the same slab, its elastic energy is close to $2(1-\nu^2)A^2/(YhL^2)$ for thickness $h$ in isotropic continuum theory. For $A=1$ eV this shifts the two-cell intercept by 0.3 meV at $h=1.1$ nm, 0.5 meV at $h=0.72$ nm and 1.0 meV at $h=0.36$ nm. The thin slab is also softer than a thick substrate: measured from the thick limit the shift is about $-0.1$, $-1$ and $-3$ meV at $h=1.1$, 0.72 and 0.54 nm. Interactions carried by surface-state electrons follow other laws and are not estimated here.

\section{Two variations}

\subsection{Variation 1: no dipole correction along the normal}

\textit{The slabs are repeated along the normal with a vacuum gap $V=1.5$ nm, and no dipole correction is applied. What happens to the intercept?}

Periodicity forces both ends of the gap to the same potential. Use the laterally averaged charge; lateral variations decay over a length $L/2\pi$, short compared with the gap. Let $\mathcal E_1$ and $\mathcal E_2$ be the outward fields below and above the sheet. Then
\begin{equation}
\mathcal E_2-\mathcal E_1=\frac{4\pi kq}{L^2},\qquad
\mathcal E_1d+\mathcal E_2(V-d)=0 .
\end{equation}
Inserting the first into the second gives $\mathcal E_1=-(4\pi kq/L^2)(1-d/V)$. The potential at the sheet is $-\mathcal E_1d$, so the energy per cell is
\begin{equation}
\tfrac12q(-\mathcal E_1d)=\frac{2\pi kq^2d}{L^2}\left(1-\frac dV\right).
\end{equation}
For decoupled slabs $\mathcal E_2=0$ and the bracket is 1. The spurious energy is therefore
\begin{equation}
\Delta E=-\frac{2\pi kp^2}{L^2V}.
\end{equation}
With the dipoles held at their corrected values this is $-46.85$ meV at $5\times5$ and $-34.33$ meV at $6\times6$. It falls as $L^{-2}$, so the $L^{-3}$ line does not remove it. The intercept becomes $-2.0136$ eV, 13.6 meV too low instead of 3.6 meV too high. The remedy is a dipole correction; a wider gap reduces the spurious part, here $-17$ meV in the intercept, only as $1/V$, and the total error then tends to the $+3.6$ meV found before.

\subsection{Variation 2: can a $2\times2$ cell be used?}

\textit{A $2\times2$ calculation is cheap. May it enter the fit in powers of $L^{-3}$?}

The depolarization factor $1/(1+\lambda)$ has a convergent power series for $\lambda<1$, that is, for
\begin{equation}
L>(2vS_3)^{1/3}=0.52\ \text{nm}.
\end{equation}
The $2\times2$ cell has $L=0.51$ nm and $\lambda=1.09$. It lies just outside this range, and adding further powers of $L^{-3}$ does not bring the series to the right value there. At $4\times4$, by contrast, $\lambda=0.14$, and successive terms shrink about sevenfold.

The closed form $C/[L^3(1+\lambda)]$ remains finite at $2\times2$, but it assumes a linear response. With $\lambda$ near 1 the dipole would have fallen to about half its isolated value, and neither a harmonic spring nor a fixed charge can be trusted over such a change. The $2\times2$ energy describes a dense layer and should be left out of this extrapolation. The numerical output below lists the main values used in this sheet.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coulomb constant k = 1.43996 eV nm
S3 block sum, N=200: 9.005408; outside: 0.028214
S3 direct total = 9.033622; closed form = 9.033622
S5 closed form = 5.090258
Metal pair energy / free-space dipole law = 1.9851
  at separation 2.40 nm
Surface spacing = 0.255 nm; height = 0.120 nm
Spring = 180.0 eV/nm^2; chosen E0 = -2.0000 eV
Isolated dipole = 0.1200 e nm = 5.764 D
Polarizability volume = 0.008000 nm^3
C = 0.187317 eV nm^3
D = 0.004560 eV nm^5
F = 0.027074 eV nm^6
3x3: L=0.765 nm, L^-3=2.233653 nm^-3
  E=-1.689294 eV, p=0.09174 e nm, work-function change=-2.837 eV
4x4: L=1.020 nm, L^-3=0.942322 nm^-3
  E=-1.847070 eV, p=0.10606 e nm, work-function change=-1.845 eV
5x5: L=1.275 nm, L^-3=0.482469 nm^-3
  E=-1.916531 eV, p=0.11236 e nm, work-function change=-1.251 eV
6x6: L=1.530 nm, L^-3=0.279207 nm^-3
  E=-1.950186 eV, p=0.11543 e nm, work-function change=-0.892 eV
6x6 dipole from depolarization formula = 0.11535 e nm
6x6 energy minus true E0 = 49.81 meV
Two-cell (5,6) intercept = -1.996416 eV
Two-cell error = 3.58 meV
Predicted finite-height part = 0.57 meV
Predicted depolarization part = 3.65 meV
Rigid-height intercept error = 0.54 meV
Three-cell (4,5,6) intercept = -1.999366 eV
Three-cell error = 0.63 meV
Two-cell slope = 0.165574 eV nm^3
Dipole from slope, metal formula = 0.11282 e nm = 5.419 D
Dipole from slope, free-space formula = 0.15955 e nm
Vacuum gap = 1.50 nm
Missing dipole correction, 5x5 = -46.85 meV
Missing dipole correction, 6x6 = -34.33 meV
Intercept without dipole correction = -2.013557 eV
Its error = -13.56 meV
Two-cell error at doubled polarizability = 6.08 meV
Elastic inputs: A=1.0 eV, Y=130 GPa
Elastic / dipole pair strength, rough = 0.030
2x2 depolarization parameter 2 v S3/L^3 = 1.090
\end{verbatim}
